\section*{Why a connected pore network looks disconnected in a planar section}

\section*{Question}

A porous low-$k$ dielectric is modelled as a solid containing overlapping spherical pores at 40 percent porosity. In space the pores form a network that runs through the sample. Why does a planar cut through the same sample show separate pore clusters, none of which crosses the image?

\section*{Mechanism: the missing links lie outside the plane}

Take two pore regions that are separate in the section but belong to the same spatial network. A path through pore space joins them. It cannot stay in the plane, for then they would be one region of the section. It must leave the plane, pass through pore space above or below it, and return. The section shows the two ends of the detour and omits the detour.

The relation is one-sided. A pore path that crosses the section also crosses the sample, so a spanning section implies a spanning network. The converse fails, because a spatial path need not lie in any chosen plane.

The plane also has an obstacle that space lacks. In a square image, a solid path from top to bottom separates left from right and blocks every pore path between them. In a cube, a pore path can go around a solid path, so both phases can span together.

This leaves a quantitative question: at 40 percent porosity, are the links within the plane really too few, and are those in space enough?

\section*{The model and what the section preserves}

Let all pores have radius $R$, and let their centres form a Poisson process of density $n$: centres are placed independently, and pores may overlap freely. A point is solid if no centre lies within $R$ of it. The expected number of such centres is
\begin{equation}
\eta=\frac{4\pi}{3}nR^3 ,
\end{equation}
and the Poisson probability of finding none is $e^{-\eta}$. The porosity is therefore
\begin{equation}
\phi=1-e^{-\eta},\qquad \eta=-\ln(1-\phi).
\end{equation}
This holds at every point, including the points of a plane chosen independently of the pores. The expected pore area fraction of the section is thus also $\phi$, and the amount of pore space cannot explain the difference in connectivity.

A sphere whose centre is at height $z$ from the plane, with $|z|<R$, leaves a disk of radius $r=\sqrt{R^2-z^2}$. The disks form a planar Poisson process of density $n_A=2Rn$, with independent radii, because $z$ is uniform and independent of the in-plane position. Their moments are
\begin{align}
\langle r\rangle&=\frac1R\int_0^R\sqrt{R^2-z^2}\,dz=\frac{\pi R}{4},\\
\langle r^2\rangle&=\frac1R\int_0^R(R^2-z^2)\,dz=\frac{2R^2}{3}.
\end{align}
As a consistency check, $n_A\pi\langle r^2\rangle=2Rn\pi(2R^2/3)=\eta$, which returns the same area fraction.

\section*{How many contacts the section shows}

Two spheres overlap if their centres are closer than $2R$. The mean number of contacts of a sphere is
\begin{equation}
Z_3=n\,\frac{4\pi}{3}(2R)^3=8\eta .
\end{equation}
Two disks overlap if their centres are closer than $r+r'$. With independent radii,
\begin{align}
Z_2&=n_A\pi\langle(r+r')^2\rangle
=n_A\pi\left(2\langle r^2\rangle+2\langle r\rangle^2\right)\nonumber\\
&=\eta\left(2+2\frac{\langle r\rangle^2}{\langle r^2\rangle}\right)
=\eta\left(2+\frac{3\pi^2}{16}\right),
\end{align}
where the third form uses $n_A\pi=\eta/\langle r^2\rangle$, and the last uses $\langle r\rangle^2/\langle r^2\rangle=(\pi^2/16)(3/2)$.

Overlapping disks share a point that lies in both spheres, so each contact in the section is also a contact in space. The section therefore shows the fraction
\begin{equation}
\frac{Z_2}{Z_3}=\frac{2+3\pi^2/16}{8}\approx0.48
\end{equation}
of the contacts of a cut sphere, whatever the porosity. In the remaining contacts, the partner either misses the plane or is cut in a disk that stays apart.

At $\phi=0.40$, $\eta=-\ln0.60=0.511$, so $Z_3=4.09$ and $Z_2=1.97$. These numbers show the loss of links, but they do not yet prove that the clusters are finite: a mean of two contacts per disk could sustain a chain if each contact led to new territory.

\section*{Why the clusters in the plane are finite}

Many contacts lead back to disks already found, and a bound can use this. Explore a cluster in generations: first the disks touching a starting disk, then the new disks touching those, and so on. Consider a disk of radius $r$ that was found from a parent of radius $s$ at distance $d$. A new disk of radius $t$, at distance $q<r+t$, must not touch the parent, since it would then have been found earlier.

Put the current disk at the origin and its parent on the $x$ axis. If the new centre lies at angle $\theta$, the condition is
\begin{equation}
q^2+d^2-2qd\cos\theta>(s+t)^2 ,
\end{equation}
or $\cos\theta<c$ with
\begin{equation}
c=\frac{q^2+d^2-(s+t)^2}{2qd}.
\end{equation}
With $c$ clipped to $[-1,1]$, the allowed angles are those with $|\theta|>\arccos c$, of total width $2\pi-2\arccos c$. Let $M_k(s,r,d)$ be the expected number of descendants $k$ generations later when only this exclusion is kept. Then $M_0=1$ and
\begin{equation}
M_{k+1}(s,r,d)=n_A\left\langle\int_0^{r+t}q\,
(2\pi-2\arccos c)\,M_k(r,t,q)\,dq\right\rangle_t ,
\end{equation}
where the average runs over the radius $t$.

The true exploration also excludes disks that touch any other disk explored earlier. Poisson points in the unexplored region are independent of those already found, so the true expected numbers can only be smaller than the $M_k$. If the largest value of $M_k$ is some $a<1$ for one $k$, then $M_{jk}\le a^j$. The sum over generations converges, the mean cluster is finite, and an infinite cluster has probability zero.

Evaluated by quadrature at $\phi=0.40$, the largest $M_k$ on the quadrature nodes first drops below one at $k=9$. The nodes leave out the limit of a vanishing parent disk, where the drop may come slightly later. It comes in any case, because the asymptotic growth factor per generation is $0.920$, which is below one. A coarser grid changes this factor by about $10^{-4}$. The argument bounds the mean size of the cluster containing a given disk by about 26 disks; sampling a large section gives 7.5. The inequality is rigorous, while its numerical evaluation is accurate quadrature rather than a computer-assisted proof.

At fixed $R$ the growth factor is proportional to $\eta$. It reaches one at $\eta=0.511/0.920=0.555$, so the section cannot percolate below
\begin{equation}
\phi=1-e^{-0.555}\approx0.426 .
\end{equation}
This is a lower bound on the section's threshold, not an estimate of it.

\section*{Why the network in space spans}

For the spheres the evidence is simulation. Adding pores until a path crosses the sample gives a mean threshold porosity of $0.30$ in cubes of 40 pore radii, with a spread of $0.01$ between samples. Sections of edge $100R$ need $0.69$, with a spread of $0.02$. These are finite-sample thresholds. In large samples they are slightly lower: about $0.29$ for the spheres ($\eta_c\approx0.342$) and about $0.67$ to $0.68$ for the sections. The porosity $0.40$ lies well between them.

In contacts, the spheres need about $2.9$ each in these samples (about $2.7$ in large ones) and have $4.1$; the disks need about $4.3$ to $4.5$ each and have $2.0$. The section thus loses twice: it shows fewer contacts, and a plane requires more of them.

The two thresholds also delimit the effect. Below about $0.30$ neither the section nor the space is spanned, and above about $0.69$ both are. In this model the absence of a crossing cluster in the section therefore does not tell a closed pore system from an open one. The section's area fraction is the better guide: it estimates the porosity, with a scatter of about $0.07$ for a section of edge $10R$ and about $0.01$ for $60R$, and well above $0.30$ the pores span in space. The value $0.30$ belongs to equal, independently placed spheres; other pore shapes and arrangements connect at other porosities.

\section*{Numbers for a film with 1 nm pores}

Take $R=1$ nm and $\phi=0.40$. Then $n=0.122\ \mathrm{nm^{-3}}$ and $n_A=0.244\ \mathrm{nm^{-2}}$. Five cubes of edge 60 nm, cut at mid-height, all span in space, and none spans in the section. On average a section contains 894 disks in 314 clusters. Of these clusters, 270 belong to the spatial network, which holds about 94 percent of the section's pore area. The widest cluster, measured along one edge, averages 11 nm. The solid crosses each section in both directions, and hence also crosses the cube: both phases span in space.

Sample size matters. One in 200 sections of edge 10 nm is crossed by chance; none of 200 is at 20, 40 or 80 nm. From 40 to 80 nm the area grows fourfold, while the largest cluster's share of the disks falls from $0.059$ to $0.021$. That is a change from about 23 to 33 disks, as expected for finite clusters. In space, 87 percent of the 10 nm cubes span, and all 30 do at 20 nm and at 40 nm.

\subsection*{How wide the hidden links are}

Two pores at centre distance $l$ meet in a circle of radius $\sqrt{R^2-l^2/4}$. A rigid ball of radius $a$ no larger than this can move along the axis from one centre to the other. On the part of its surface beyond the midplane, the squared distance to the second centre is linear in the axial coordinate and largest nearest the midplane. On the midplane it is at most $l^2/4+a^2\le R^2$, so that part lies in the second pore. By symmetry the other part lies in the first.

The ball can thus use every link with $l\le2\sqrt{R^2-a^2}$. These are the contacts of spheres of radius $\sqrt{R^2-a^2}$ with the same centres, whose reduced density is $\eta(1-a^2/R^2)^{3/2}$. Setting this equal to the threshold found in the cubes of edge $40R$, $\eta_c=2.87/8=0.359$, gives
\begin{equation}
a_c=R\sqrt{1-\left(\frac{\eta_c}{\eta}\right)^{2/3}}
=\sqrt{1-(0.703)^{2/3}}\ \mathrm{nm}\approx0.46\ \mathrm{nm}.
\end{equation}
With the large-sample threshold $\eta_c\approx0.342$ the same formula gives $0.485$ nm, and a direct search in the five cubes gives $0.48$ nm. A rigid sphere up to slightly less than $1$ nm across can therefore cross the model film. Somewhat larger ones might pass where three or more pores overlap.

\subsection*{Comparison with real films and images}

Porous organosilicate dielectrics have, very roughly, pore radii near 1 nm and porosities up to 40 or 50 percent, so the example lies at the porous end of their range. Small process molecules, a few tenths of a nanometre across, would fit through the model's necks. Whether they penetrate a real film also depends on surface chemistry and sealing, which are absent here.

Real pores are neither equal nor placed independently. Two variations were examined at 40 percent porosity, with ten cubes of edge 40 nm each: log-normal radii with a standard deviation of $0.25$ in $\ln r$, and equal pores with centres at least 1 nm apart. In both, every cube spans and no section does. The shift of the thresholds was not determined; it could decide the outcome near 30 percent. Elongated or strongly clustered pores are not covered.

One further effect does change the outcome at 40 percent: the depth of the image. A transmission image projects a slab of depth $h$. Count an image point as pore if a pore lies anywhere along the line of sight through the slab. Centres inside the slab contribute full disks, with mean covered area $nh\pi R^2$ per unit area, overlaps counted repeatedly; centres outside contribute $2n\int_0^R\pi(R^2-z^2)\,dz=\eta$. Since $n\pi R^2=3\eta/(4R)$, the projected coverage is
\begin{equation}
\phi_h=1-\exp\left[-\eta\left(1+\frac{3h}{4R}\right)\right].
\end{equation}
For $h=1$ nm this is $0.59$, and none of 20 images of edge 100 nm is crossed. For $h=2$ nm it is $0.72$, and all 20 are. Such a crossing comes from superposing pores at different depths and does not show a connected path in any plane. The disconnected picture thus requires a true surface section or a sufficiently thin slab: in these tests a depth of one pore radius is thin enough, and a depth of two pore radii is not. The full set of values is in the numerical output.

\section*{Computed results}
\begin{verbatim}
pore radius 1.00 nm, porosity 0.40, eta 0.5108
pore density 0.1220 nm^-3, disk density 0.2439 nm^-2
mean disk radius: formula 0.7854, sampled 0.7840 nm
contacts per disk: formula 1.967, sampled 1.955
visible share of a cut sphere's contacts 0.4813
mean cluster of a disk, sampled 7.50 disks
new disks, test type: kernel 1.1369, sampled 1.1378
branching growth factor 0.9200 (coarse grid 0.9199)
first generation with largest mean below one: 9
upper bound on mean cluster 25.6 disks
lower bound on section threshold porosity 0.4261
threshold porosity in space 0.302, spread 0.012 (12 cubes, 40 nm)
threshold porosity of section 0.685, spread 0.020 (12 squares, 100 nm)
contacts at threshold: space 2.87, section 4.45
space, edge 10 nm: spanning 0.867, largest share 0.679
space, edge 20 nm: spanning 1.000, largest share 0.822
space, edge 40 nm: spanning 1.000, largest share 0.898
plane, edge 10 nm: spanning 0.005, largest share 0.314
plane, edge 20 nm: spanning 0.000, largest share 0.142
plane, edge 40 nm: spanning 0.000, largest share 0.059
plane, edge 80 nm: spanning 0.000, largest share 0.021
means over 5 cubes of edge 60 nm, all spanning in space, none in plane:
spheres 26415, disks in section 894
volume fraction 0.4002, area fraction 0.3956
contacts per sphere: formula 4.087, sampled 4.086
section clusters 314, of these in spatial network 270
share of section pore area in spatial network 0.935
widest section cluster 11.3 nm
solid spans the section in both directions in all 5 cubes
passable neck radius: formula 0.457, sampled 0.477 nm
image depth 0 nm: coverage 0.400 (sampled 0.396), spanning 0.00
image depth 1 nm: coverage 0.591 (sampled 0.589), spanning 0.00
image depth 2 nm: coverage 0.721 (sampled 0.720), spanning 1.00
image depth 3 nm: coverage 0.810 (sampled 0.812), spanning 1.00
log-normal radii, width 0.25: spanning in space 1.00, in plane 0.00
centres at least 1 nm apart: spanning in space 1.00, in plane 0.00
\end{verbatim}
